# Keesom, Debye and London: three different R⁻⁶ attractions: a numerical check

```python
"""
Result under test: for two freely rotating molecules at large distance R,
    free energy A = -(K + D + L)/R^6,   mean energy U = -(2K + D + L)/R^6,
    K = muA^2 muB^2/(3 kT)              Keesom, permanent-permanent
    D = muA^2 alphaB + muB^2 alphaA     Debye, permanent-induced
    L = 3/2 sum f_m f_n/(w_m w_n (w_m + w_n))   London, correlated fluctuations
mu: permanent dipole, alpha: mean static polarizability, w: excitation energy,
f: oscillator strength. Hartree atomic units unless a label says otherwise.
U is the interaction energy only; rotation is classical.
"""
from unittest import mock
import numpy as np
from scipy import constants
from pyscf import ao2mo, gto, dft
from pyscf.tdscf.rhf import get_ab

hartree_J = constants.physical_constants["Hartree energy"][0]
temperature = 300.0
kT_room = constants.k * temperature / hartree_J
kJ_per_mol = hartree_J * constants.N_A / 1000.0

# ---------- quadrature over the orientations of two unit vectors ----------
nodes, node_weights = np.polynomial.legendre.leggauss(24)
phi_grid = 2 * np.pi * np.arange(24) / 24
cos_a, cos_b, phi = [g.ravel() for g in
                     np.meshgrid(nodes, nodes, phi_grid, indexing="ij")]
weights = (node_weights[:, None, None] * node_weights[None, :, None]
           * np.ones(24)[None, None, :]).ravel() / (4 * 24)
sin_a, sin_b = np.sqrt(1 - cos_a**2), np.sqrt(1 - cos_b**2)
unit_a = np.stack([sin_a, 0 * sin_a, cos_a], axis=1)
unit_b = np.stack([sin_b * np.cos(phi), sin_b * np.sin(phi), cos_b], axis=1)
tensor = np.diag([1.0, 1.0, -2.0])
g_factor = np.einsum("ni,ij,nj->n", unit_a, tensor, unit_b)


def thermal(energy, kT):
    """Free energy and mean energy, relative to uniform orientations."""
    excess = np.expm1(-energy / kT)
    z_minus_1 = weights @ excess
    mean = weights @ (energy * (1 + excess)) / (1 + z_minus_1)
    return -kT * np.log1p(z_minus_1), mean


# ---------- moments and the weak-coupling expansion ----------
g2, g4 = weights @ g_factor**2, weights @ g_factor**4
assert abs(weights @ g_factor) < 1e-12 and abs(weights @ g_factor**3) < 1e-12
assert abs(g2 - 2 / 3) < 1e-12 and abs(g4 - 24 / 25) < 1e-12
field_squared = weights @ np.sum((unit_a @ tensor)**2, axis=1)
assert abs(field_squared - 2) < 1e-12

x = 0.2
free_x, mean_x = thermal(x * g_factor, 1.0)
# the neglected sixth-order term is below one percent of the fourth-order one
assert abs((-free_x - x**2 / 3) / (-7 * x**4 / 450) - 1) < 0.01
assert abs((-mean_x - 2 * x**2 / 3) / (-14 * x**4 / 225) - 1) < 0.01

# U = d(beta A)/d(beta), checked at a coupling that is not weak
step = 1e-4
beta_A = [b * thermal(g_factor, 1 / b)[0] for b in (1 + step, 1 - step)]
assert abs((beta_A[0] - beta_A[1]) / (2 * step)
           - thermal(g_factor, 1.0)[1]) < 1e-6


# ---------- exactly solvable molecules: rigid dipole plus oscillator ----------
def model_pair(muA, muB, alphaA, alphaB, wA, wB, kT, R):
    coupling, one = tensor / R**3, np.eye(3)
    source = np.hstack([muB * unit_b @ coupling, muA * unit_a @ coupling])
    stiffness = np.block([[one / alphaA, coupling], [coupling, one / alphaB]])
    relaxation = -0.5 * np.einsum("ni,ij,nj->n", source,
                                  np.linalg.inv(stiffness), source)
    mixed = wA * wB * np.sqrt(alphaA * alphaB) * coupling
    dynamics = np.block([[wA**2 * one, mixed], [mixed, wB**2 * one]])
    zero_point = (0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(dynamics)))
                  - 1.5 * (wA + wB))
    return thermal(muA * muB * g_factor / R**3 + relaxation + zero_point, kT)


R_model, kT_model, aA, aB = 30.0, 1e-3, 10.0, 17.0
for mA, mB, wA, wB in [(0, 0, 0.5, 0.4), (0.7, 0, 0.5, 0.4),
                       (0.7, 0.4, 0.5, 0.4), (0.7, 0.4, 0.005, 0.004)]:
    keesom = mA**2 * mB**2 / (3 * kT_model)
    debye = mA**2 * aB + mB**2 * aA
    london = 1.5 * aA * aB * wA * wB / (wA + wB)
    free, mean = model_pair(mA, mB, aA, aB, wA, wB, kT_model, R_model)
    assert abs(-free * R_model**6 / (keesom + debye + london) - 1) < 1e-3
    assert abs(-mean * R_model**6 / (2 * keesom + debye + london) - 1) < 1e-3
    print(f"model mu={mA},{mB} w={wA},{wB}: -A R^6 = {-free*R_model**6:.3f},"
          f" -U R^6 = {-mean*R_model**6:.3f} a.u.")
print(f"model inputs: alpha={aA},{aB} a.u., kT={kT_model} Eh, R={R_model} bohr")


# ---------- real molecules ----------
def kohn_sham(mol, field=0.0, guess=None):
    mf = dft.RKS(mol) if mol.spin == 0 else dft.UKS(mol)
    mf.xc, mf.grids.level, mf.max_cycle = "PBE0", 2, 100
    mf.conv_tol = 1e-10 if mol.spin == 0 else 1e-7
    if field:
        core = mf.get_hcore() + field * mol.intor("int1e_r")[2]
        mf.get_hcore = lambda *args: core
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


transform_integrals = ao2mo.general


def transform_in_memory(mol, orbitals, **options):
    """Integral transformation from an array, so no scratch file is written."""
    repulsion = mol.intor("int2e", aosym="s8")
    return transform_integrals(repulsion, orbitals, **options)


def response_matrices(mf, size):
    with mock.patch.object(ao2mo, "general", transform_in_memory):
        return [m.reshape(size, size) for m in get_ab(mf)]


def molecule_data(atoms):
    settings = dict(atom=atoms, basis="def2-tzvpd", verbose=0)
    mol = gto.M(**settings)
    mf = kohn_sham(mol)
    mu = np.linalg.norm(mf.dip_moment(unit="AU", verbose=0))
    n_occ = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]

    # linear response: excitation energies and mean oscillator strengths
    dip = np.array([(occ.T @ r @ vir).ravel() for r in mol.intor("int1e_r")])
    a_mat, b_mat = response_matrices(mf, dip.shape[1])
    plus, minus = a_mat + b_mat, a_mat - b_mat
    low = np.linalg.cholesky(minus)
    w_squared, modes = np.linalg.eigh(low.T @ plus @ low)
    w = np.sqrt(w_squared)
    amplitudes = dip @ low @ modes
    f = 4 / 3 * np.sum(amplitudes**2, axis=0)
    alpha = np.sum(f / w**2)
    ratio = f / w
    london = 1.5 * np.sum(np.outer(ratio, ratio) / (w[:, None] + w[None, :]))

    # static polarizability along z from dipoles in a finite field
    strength = 0.002
    dm = mf.make_rdm1()
    dz = [kohn_sham(mol, s * strength, dm).dip_moment(unit="AU", verbose=0)[2]
          for s in (1, -1)]
    alpha_field = (dz[0] - dz[1]) / (2 * strength)
    alpha_zz = 4 * np.sum(amplitudes[2]**2 / w**2)
    assert abs(alpha_field / alpha_zz - 1) < 5e-3  # grid and field-step error

    # London coefficient from the polarizability at imaginary frequency
    minus_inverse = np.linalg.inv(minus)
    t, t_weight = np.polynomial.legendre.leggauss(40)
    integral = 0.0
    for ti, wi in zip(t, t_weight):
        freq = 0.5 * (1 + ti) / (1 - ti)
        response = np.linalg.solve(plus + freq**2 * minus_inverse, dip.T)
        alpha_i = 4 / 3 * np.sum(dip.T * response)
        integral += wi / (1 - ti)**2 * alpha_i**2
    london_integral = 3 / np.pi * integral
    assert abs(london_integral / london - 1) < 1e-4

    # ionization energy as a difference of two total energies
    cation = gto.M(charge=1, spin=1, **settings)
    beta_occ = occ[:, :-1]
    guess = np.array([occ @ occ.T, beta_occ @ beta_occ.T])
    ionization = kohn_sham(cation, guess=guess).e_tot - mf.e_tot

    # largest rotational constant
    mass = (mol.atom_mass_list(isotope_avg=True)
            * constants.atomic_mass / constants.m_e)
    pos = mol.atom_coords()
    pos = pos - mass @ pos / mass.sum()
    inertia = (np.eye(3) * np.sum(mass * np.sum(pos**2, axis=1))
               - np.einsum("n,ni,nj->ij", mass, pos, pos))
    moments = np.linalg.eigvalsh(inertia)
    rotational = 1 / (2 * min(m for m in moments if m > 1.0))
    return mu, alpha, alpha_zz, alpha_field, london, ionization, rotational


bond_HCl, bond_OH, angle_HOH = 1.28, 0.96, 104.5
half = np.radians(angle_HOH / 2)
y_H, z_H = bond_OH * np.sin(half), bond_OH * np.cos(half)
geometries = {
    "HCl": [("Cl", (0, 0, 0)), ("H", (0, 0, bond_HCl))],
    "H2O": [("O", (0, 0, 0)), ("H", (0, y_H, z_H)), ("H", (0, -y_H, z_H))]}
print(f"geometry: H-Cl {bond_HCl}, O-H {bond_OH} angstrom,"
      f" H-O-H {angle_HOH} degrees")
print(f"T = {temperature:.0f} K, kT = {kT_room:.4e} Eh")

R_pair = 10.0
sizes = {}
for name, atoms in geometries.items():
    (mu, alpha, alpha_zz, alpha_field, london,
     ionization, rotational) = molecule_data(atoms)
    keesom = mu**4 / (3 * kT_room)
    debye = 2 * mu**2 * alpha
    sizes[name] = keesom, debye, london
    total_A, total_U = keesom + debye + london, 2 * keesom + debye + london
    one_frequency = 0.75 * alpha**2 * ionization
    print(f"{name}: dipole {mu:.4f}, mean polarizability {alpha:.3f} a.u.")
    print(f"{name}: alpha_zz response {alpha_zz:.3f},"
          f" finite field {alpha_field:.3f} a.u.")
    print(f"{name}: kT / largest rotational constant {kT_room/rotational:.1f}")
    print(f"{name}: Keesom K {keesom:.2f} (free), 2K {2*keesom:.2f} (mean)"
          " Eh bohr^6")
    print(f"{name}: Debye D {debye:.2f}, London L {london:.2f} Eh bohr^6")
    for label, k_term, total in (("free", keesom, total_A),
                                 ("mean", 2 * keesom, total_U)):
        print(f"{name}: {label} energy shares K,D,L:"
              f" {100*k_term/total:.1f}, {100*debye/total:.1f},"
              f" {100*london/total:.1f} %")
    print(f"{name}: totals {total_A:.2f} (free), {total_U:.2f} (mean)"
          " Eh bohr^6")
    for label, total in (("A", total_A), ("U", total_U)):
        energy = -total / R_pair**6
        print(f"{name}: leading {label} at {R_pair:.0f} bohr:"
              f" {energy*1e6:.2f} microEh = {energy*kJ_per_mol:.4f} kJ/mol")
    print(f"{name}: K equals L at T = {temperature*keesom/london:.0f} K")
    print(f"{name}: ionization energy {ionization:.4f} Eh, effective"
          f" frequency {london/(0.75*alpha**2):.4f} Eh")
    print(f"{name}: one-frequency L {one_frequency:.2f} Eh bohr^6,"
          f" fraction of full L {one_frequency/london:.3f}")
    for R in (15.0, 10.0, 6.0):
        x = mu**2 / (R**3 * kT_room)
        free, mean = thermal(x * g_factor, 1.0)
        print(f"{name}: R={R:.0f} bohr, x={x:.3f}, U/A={mean/free:.3f},"
              f" A/leading A={-free/(x**2/3):.3f}")

# the ordering claimed for the two molecules
K, D, L = sizes["HCl"]
assert L > 2 * K and L > K > D
K, D, L = sizes["H2O"]
assert K > L > D
print("all good")
```

It prints:

```
model mu=0,0 w=0.5,0.4: -A R^6 = 56.667, -U R^6 = 56.667 a.u.
model mu=0.7,0 w=0.5,0.4: -A R^6 = 64.997, -U R^6 = 64.997 a.u.
model mu=0.7,0.4 w=0.5,0.4: -A R^6 = 92.730, -U R^6 = 118.863 a.u.
model mu=0.7,0.4 w=0.005,0.004: -A R^6 = 36.630, -U R^6 = 62.763 a.u.
model inputs: alpha=10.0,17.0 a.u., kT=0.001 Eh, R=30.0 bohr
geometry: H-Cl 1.28, O-H 0.96 angstrom, H-O-H 104.5 degrees
T = 300 K, kT = 9.5004e-04 Eh
HCl: dipole 0.4415, mean polarizability 17.519 a.u.
HCl: alpha_zz response 18.495, finite field 18.496 a.u.
HCl: kT / largest rotational constant 19.9
HCl: Keesom K 13.33 (free), 2K 26.65 (mean) Eh bohr^6
HCl: Debye D 6.83, London L 128.33 Eh bohr^6
HCl: free energy shares K,D,L: 9.0, 4.6, 86.4 %
HCl: mean energy shares K,D,L: 16.5, 4.2, 79.3 %
HCl: totals 148.48 (free), 161.81 (mean) Eh bohr^6
HCl: leading A at 10 bohr: -148.48 microEh = -0.3898 kJ/mol
HCl: leading U at 10 bohr: -161.81 microEh = -0.4248 kJ/mol
HCl: K equals L at T = 31 K
HCl: ionization energy 0.4668 Eh, effective frequency 0.5575 Eh
HCl: one-frequency L 107.45 Eh bohr^6, fraction of full L 0.837
HCl: R=15 bohr, x=0.061, U/A=2.000, A/leading A=1.000
HCl: R=10 bohr, x=0.205, U/A=1.996, A/leading A=0.998
HCl: R=6 bohr, x=0.950, U/A=1.927, A/leading A=0.962
H2O: dipole 0.7331, mean polarizability 9.582 a.u.
H2O: alpha_zz response 9.487, finite field 9.488 a.u.
H2O: kT / largest rotational constant 7.6
H2O: Keesom K 101.33 (free), 2K 202.66 (mean) Eh bohr^6
H2O: Debye D 10.30, London L 45.11 Eh bohr^6
H2O: free energy shares K,D,L: 64.6, 6.6, 28.8 %
H2O: mean energy shares K,D,L: 78.5, 4.0, 17.5 %
H2O: totals 156.74 (free), 258.07 (mean) Eh bohr^6
H2O: leading A at 10 bohr: -156.74 microEh = -0.4115 kJ/mol
H2O: leading U at 10 bohr: -258.07 microEh = -0.6776 kJ/mol
H2O: K equals L at T = 674 K
H2O: ionization energy 0.4630 Eh, effective frequency 0.6550 Eh
H2O: one-frequency L 31.88 Eh bohr^6, fraction of full L 0.707
H2O: R=15 bohr, x=0.168, U/A=1.997, A/leading A=0.999
H2O: R=10 bohr, x=0.566, U/A=1.972, A/leading A=0.986
H2O: R=6 bohr, x=2.619, U/A=1.695, A/leading A=0.806
all good
```
